# Splicing a shifted GGA potential to a −1/r tail: helium Rydberg levels: verification in Python

```python
"""Asymptotically corrected PBE potential for helium and its Rydberg s levels.

Result under test (hartree atomic units, potentials zero at infinity):
    v_AC(r) = max(v_G(r) - shift, -1/r),   shift = I + eps_HOMO.
v_G is the PBE exchange-correlation potential and I the ionization energy.
With the HOMO of the bare PBE potential the corrected HOMO is >= -I; with the
self-consistent shift it equals -I.  The slope d(eps_HOMO)/d(shift) at fixed
density is minus the HOMO probability in the region that uses v_G - shift.
u(r) = r * radial orbital, U = r * Hartree potential, rv = r * v_G.
Reference energies: explicitly correlated variational two-electron states.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants
from scipy.linalg import eigh, solve
from scipy.special import roots_jacobi, eval_legendre
from scipy.interpolate import CubicSpline
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from pyscf.dft import libxc

EV = constants.physical_constants["Hartree energy in eV"][0]
Z = 2.0

# ---- Reference: two-electron S states in a basis exp(-a r1 - b r2 - c r12)
A, B, C = sp.symbols("A B C", positive=True)


def make_moment(powers):
    """Integral of r1^l r2^m r12^n exp(-A r1 - B r2 - C r12) over triangles."""
    expr = 2 / ((A + B) * (B + C) * (C + A))
    for symbol, order in zip((A, B, C), powers):
        for _ in range(order):
            expr = -sp.diff(expr, symbol)
    return sp.lambdify((A, B, C), expr, "numpy")


moments = {key: make_moment([int(d) for d in key]) for key in
           ("111", "011", "101", "110", "210", "012", "030",
            "120", "102", "300")}


def pair_elements(a, b, c, a2, b2, c2):
    """Overlap, kinetic and potential matrices between two exponential sets."""
    a, b, c = a[:, None], b[:, None], c[:, None]
    g = {k: f(a + a2, b + b2, c + c2) for k, f in moments.items()}
    overlap = g["111"]
    kinetic = 0.5 * ((a * a2 + b * b2 + 2 * c * c2) * overlap
                     + 0.5 * (a * c2 + a2 * c)
                     * (g["210"] + g["012"] - g["030"])
                     + 0.5 * (b * c2 + b2 * c)
                     * (g["120"] + g["102"] - g["300"]))
    potential = -Z * (g["011"] + g["101"]) + g["110"]
    return overlap, kinetic, potential


def two_electron_states(size, parity, count):
    """Lowest energies and virial ratios -<V>/<T>; parity +1 singlet, -1 triplet."""
    k = np.arange(1, size + 1)
    f1, f2, f3 = [(k * np.sqrt(p)) % 1 for p in (2, 3, 5)]
    compact = k % 3 == 0
    a = np.where(compact, 1.3 + 1.9 * f1, 1.7 + 0.8 * f1)
    b = np.where(compact, 0.9 + 1.6 * f2, 0.16 * 11.0 ** f2)
    c = np.where(compact, -0.3 + 1.0 * f3, -0.05 + 0.4 * f3)
    direct = pair_elements(a, b, c, a, b, c)
    swapped = pair_elements(a, b, c, b, a, c)
    norm = np.sqrt(np.diag(direct[0]))
    s, t, v = [(d + parity * x) / np.outer(norm, norm)
               for d, x in zip(direct, swapped)]
    s, t, v = [(m + m.T) / 2 for m in (s, t, v)]
    weights, vectors = eigh(s)
    keep = weights > 1e-10          # drop directions lost to rounding
    x = vectors[:, keep] / np.sqrt(weights[keep])
    energies, coeff = eigh(x.T @ (t + v) @ x)
    coeff = x @ coeff[:, :count]
    kin = np.einsum("ik,ij,jk->k", coeff, t, coeff)
    pot = np.einsum("ik,ij,jk->k", coeff, v, coeff)
    return energies[:count], -pot / kin


singlet, virial_s = two_electron_states(240, +1, 4)
triplet, virial_t = two_electron_states(240, -1, 3)
singlet_small, _ = two_electron_states(160, +1, 4)
triplet_small, _ = two_electron_states(160, -1, 3)
basis_change = max(np.abs(singlet - singlet_small).max(),
                   np.abs(triplet - triplet_small).max())
virial_error = max(np.abs(virial_s - 2).max(), np.abs(virial_t - 2).max())
assert basis_change < 5e-4
assert virial_error < 2e-3
ion_energy = -Z**2 / 2
ionization = ion_energy - singlet[0]

# ---- Radial grid: Legendre-Gauss-Lobatto nodes mapped to 0 <= r <= r_max
N, half_scale, r_max = 240, 10.0, 200.0
x = np.concatenate(([-1.0], roots_jacobi(N - 1, 1, 1)[0], [1.0]))
leg = eval_legendre(N, x)
w = 2 / (N * (N + 1) * leg**2)
gap = x[:, None] - x[None, :]
np.fill_diagonal(gap, 1.0)
D = leg[:, None] / (leg[None, :] * gap)
np.fill_diagonal(D, 0.0)
D -= np.diag(D.sum(axis=1))
stretch = 2 * half_scale / r_max
r = half_scale * (1 + x) / (1 - x + stretch)
jac = half_scale * (2 + stretch) / (1 - x + stretch)**2
mass = w * jac
inside = slice(1, -1)
stiff = ((D.T * (w / jac)) @ D)[inside, inside]
root_mass = np.sqrt(mass[inside])
kinetic_grid = 0.5 * stiff / np.outer(root_mass, root_mass)


def levels(r_times_v):
    """All s levels and the lowest orbital for a potential given as r*v."""
    h = kinetic_grid + np.diag(r_times_v[inside] / r[inside])
    energies, vectors = eigh((h + h.T) / 2)
    u = np.zeros(N + 1)
    u[inside] = vectors[:, 0] / root_mass
    return energies, u * np.sign(mass @ u)


hydrogenic = levels(-np.ones(N + 1))[0][:6]
hydrogenic_error = np.abs(hydrogenic + 0.5 / np.arange(1, 7)**2).max()
assert hydrogenic_error < 1e-6
assert abs(levels(-Z * np.ones(N + 1))[0][0] - ion_energy) < 1e-6


def xc(n, dn):
    """PBE energy per electron and derivatives with respect to n and n'^2."""
    rho = np.zeros((4, n.size))
    rho[0], rho[1] = np.maximum(n, 1e-30), dn
    exc, vxc = libxc.eval_xc("PBE,PBE", rho, spin=0, deriv=1)[:2]
    return exc, np.ravel(vxc[0]), np.ravel(vxc[1])


def density(u):
    phi = np.empty(N + 1)
    phi[1:] = u[1:] / r[1:]
    phi[0] = (D @ u)[0] / jac[0]
    return phi**2 / (2 * np.pi), phi * (D @ phi) / jac / np.pi


def fields(u):
    """r * Hartree potential and r * PBE potential of two electrons in u."""
    n, dn = density(u)
    _, v_n, v_sigma = xc(n, dn)
    live = n > 1e-9                 # below this v_G is negligible
    g = np.where(live, v_sigma * dn, 0.0)
    rv = np.where(live, r * v_n - 2 * (r * (D @ g) / jac + 2 * g), 0.0)
    U = 2 * r / r_max
    U[inside] += solve(stiff, mass[inside] * 2 * u[inside]**2 / r[inside])
    return U, rv


def splice(rv, shift):
    return np.maximum(rv - shift * r, -1.0)


def self_consistent(corrected):
    u = 2 * 1.7**1.5 * r * np.exp(-1.7 * r)
    shift, previous = 0.0, 0.0
    for _ in range(60):
        U, rv = fields(u)
        xc_part = splice(rv, shift) if corrected else rv
        energies, u_new = levels(-Z + U + xc_part)
        change, previous = abs(energies[0] - previous), energies[0]
        if corrected:
            shift = ionization + energies[0] + shift
        u = u + u_new
        u /= np.sqrt(mass @ u**2)
    assert change < 1e-6
    return u, shift


# ---- Bare PBE
u_pbe, _ = self_consistent(False)
U_pbe, rv_pbe = fields(u_pbe)
e_pbe = levels(-Z + U_pbe + rv_pbe)[0]
shift_one = ionization + e_pbe[0]
assert shift_one > 0
assert rv_pbe.min() > -1            # unshifted potential never meets -1/r

# PBE potential against the finite-difference change of the PBE energy
n0, dn0 = density(u_pbe)
bump, dbump = r**2 * np.exp(-r), (2 * r - r**2) * np.exp(-r)


def xc_energy(step):
    n = n0 * (1 + step * bump)
    dn = dn0 * (1 + step * bump) + step * n0 * dbump
    return np.sum(mass * 4 * np.pi * r**2 * n * xc(n, dn)[0])


slope_numeric = (xc_energy(1e-3) - xc_energy(-1e-3)) / 2e-3
slope_potential = np.sum(mass * 4 * np.pi * r * rv_pbe * n0 * bump)
assert abs(slope_numeric - slope_potential) < 1e-5

# Hartree potential at the nucleus against the direct Coulomb integral
hartree_origin = (D @ U_pbe)[0] / jac[0]
hartree_direct = np.sum(mass[1:] * 2 * u_pbe[1:]**2 / r[1:])
assert abs(hartree_origin - hartree_direct) < 1e-5

# ---- One-shot correction at the PBE density, then full self-consistency
e_one = levels(-Z + U_pbe + splice(rv_pbe, shift_one))[0]
assert e_one[0] >= -ionization - 1e-7
u_ac, shift = self_consistent(True)
U_ac, rv_ac = fields(u_ac)
e_ac = levels(-Z + U_ac + splice(rv_ac, shift))[0]
assert abs(e_ac[0] + ionization) < 1e-5
e_half = levels(-Z + U_ac + splice(rv_ac, shift / 2))[0]

# ---- Independent road: outward integration and Whittaker matching


def outward(energy, U_spline, rv_spline, shift_value, r_end, points=None):
    """Regular solution; shift_value None means the bare PBE potential."""
    def charge(s):
        part = float(rv_spline(s))
        if shift_value is not None:
            part = max(part - shift_value * s, -1.0)
        return -Z + float(U_spline(s)) + part

    def rhs(s, y):
        return [y[1], 2 * (charge(s) / s - energy) * y[0]]

    s0 = 1e-5
    w0 = charge(s0)
    return solve_ivp(rhs, (s0, r_end), [s0 + w0 * s0**2, 1 + 2 * w0 * s0],
                     method="DOP853", rtol=1e-9, atol=1e-13,
                     t_eval=points).y


U_spline, rv_spline = CubicSpline(r, U_ac), CubicSpline(r, rv_ac)
R_MATCH = 9.0


def mismatch(energy, shift_value):
    y = outward(energy, U_spline, rv_spline, shift_value, R_MATCH)
    nu = 1 / np.sqrt(-2 * energy)

    def tail(s):
        return mp.whitw(nu, 0.5, 2 * s / nu)
    return float(y[1, -1] * tail(R_MATCH) - y[0, -1] * mp.diff(tail, R_MATCH))


def matched_level(index, shift_value):
    guess = levels(-Z + U_ac + splice(rv_ac, shift_value))[0][index]
    return brentq(mismatch, guess * 1.01, guess * 0.99, args=(shift_value,),
                  xtol=1e-11, rtol=1e-11)


matched = {n: matched_level(n - 1, shift) for n in (1, 2, 5)}
match_error = max(abs(matched[n] - e_ac[n - 1]) for n in matched)
assert match_error < 1e-4           # kink of the splice on a finite grid

# Bound s levels of bare PBE: eigenvalues against nodes at zero energy
bound_pbe = int(np.sum(e_pbe < 0))
bound_ac = int(np.sum(e_ac < 0))
y0 = outward(0.0, CubicSpline(r, U_pbe), CubicSpline(r, rv_pbe), None, 12.0,
             np.linspace(1e-3, 12.0, 2000))
nodes = int(np.sum(y0[0, 1:] * y0[0, :-1] < 0)) + int(y0[0, -1] * y0[1, -1] < 0)
assert nodes == bound_pbe
assert bound_pbe < bound_ac

# Slope of the HOMO energy with the shift against the integrated probability
fine = np.linspace(0.0, 25.0, 50001)
gap_fine = rv_spline(fine) - shift * fine + 1
prob = CubicSpline(r, u_ac)(fine)**2
q_out = np.sum(prob[gap_fine < 0]) * (fine[1] - fine[0])
h = 0.002
slope = (matched_level(0, shift + h) - matched_level(0, shift - h)) / (2 * h)
assert abs(slope + (1 - q_out)) < 3e-3
flips = np.where(gap_fine[1:] * gap_fine[:-1] < 0)[0]
r_cross = brentq(lambda s: float(rv_spline(s)) - shift * s + 1,
                 fine[flips[-1]], fine[flips[-1] + 1])
assert r_cross < 1 / shift

# ---- Rydberg levels
n_values = np.arange(2, 7)
defects = n_values - 1 / np.sqrt(-2 * e_ac[1:6])
assert abs(defects[-1] - defects[-2]) < 3e-3
mean = (singlet[1:] + triplet) / 2 - singlet[0]
excitation = e_ac[1:4] - e_ac[0]
error = excitation - mean
error_half = e_half[1:4] - e_half[0] - mean
assert np.abs(error).max() < 0.02
assert np.all(np.abs(error_half) > np.abs(error))

print("Energies in hartree, lengths in bohr, unless marked")
print(f"He ground-state energy, variational     {singlet[0]:.6f}")
print(f"He+ energy                              {ion_energy:.6f}")
print(f"ionization energy I                     {ionization:.6f}")
print(f"ionization energy I in eV               {ionization * EV:.3f}")
print(f"largest change, 160 to 240 functions    {basis_change:.1e}")
print(f"largest virial-ratio error (no unit)    {virial_error:.1e}")
print(f"grid error, hydrogen n = 1 to 6         {hydrogenic_error:.1e}")
print(f"PBE HOMO energy                         {e_pbe[0]:.5f}")
print(f"PBE bound s levels (count)              {bound_pbe}")
print(f"zero-energy node count                  {nodes}")
print(f"minimum of r*v_G (hartree bohr)         {rv_pbe.min():.4f}")
print(f"dExc/dstep, finite difference           {slope_numeric:.6f}")
print(f"dExc/dstep, from the potential          {slope_potential:.6f}")
print(f"one-shot shift                          {shift_one:.5f}")
print(f"one-shot HOMO energy                    {e_one[0]:.5f}")
print(f"one-shot HOMO energy + I                {e_one[0] + ionization:.5f}")
print(f"one-shot 1s-2s difference               {e_one[1] - e_one[0]:.5f}")
print(f"self-consistent shift                   {shift:.5f}")
print(f"self-consistent HOMO energy             {e_ac[0]:.5f}")
print(f"number of crossings                     {len(flips)}")
print(f"outermost crossing radius               {r_cross:.4f}")
print(f"bound on crossing radius, 1/shift       {1 / shift:.4f}")
print(f"HOMO probability in -1/r region         {q_out:.4f}")
print(f"d(HOMO energy)/d(shift), numerical      {slope:.4f}")
print(f"corrected bound s levels in the box     {bound_ac}")
print(f"box radius                              {r_max:.0f}")
print(f"largest grid-Whittaker difference       {match_error:.1e}")
print("n, corrected level, quantum defect (no unit)")
for n, level, defect in zip(n_values, e_ac[1:6], defects):
    print(f"  {n}s  {level:.6f}  {defect:.4f}")
print("excitation from 1s: corrected, triplet, singlet, mean")
for i in range(3):
    print(f"  {i + 2}s  {excitation[i]:.5f}  {triplet[i] - singlet[0]:.5f}"
          f"  {singlet[i + 1] - singlet[0]:.5f}  {mean[i]:.5f}")
print("error against mean: hartree, eV; with half the shift, hartree")
for i in range(3):
    print(f"  {i + 2}s  {error[i]:+.5f}  {error[i] * EV:+.3f}"
          f"  {error_half[i]:+.5f}")
print(f"HOMO energy with half the shift         {e_half[0]:.5f}")
print("no test failed")
```

Running it gives:

```
Energies in hartree, lengths in bohr, unless marked
He ground-state energy, variational     -2.903724
He+ energy                              -2.000000
ionization energy I                     0.903724
ionization energy I in eV               24.592
largest change, 160 to 240 functions    2.8e-05
largest virial-ratio error (no unit)    1.6e-05
grid error, hydrogen n = 1 to 6         7.9e-14
PBE HOMO energy                         -0.57929
PBE bound s levels (count)              1
zero-energy node count                  1
minimum of r*v_G (hartree bohr)         -0.5153
dExc/dstep, finite difference           -0.287136
dExc/dstep, from the potential          -0.287136
one-shot shift                          0.32443
one-shot HOMO energy                    -0.89994
one-shot HOMO energy + I                0.00378
one-shot 1s-2s difference               0.74152
self-consistent shift                   0.34061
self-consistent HOMO energy             -0.90372
number of crossings                     1
outermost crossing radius               1.6831
bound on crossing radius, 1/shift       2.9359
HOMO probability in -1/r region         0.1035
d(HOMO energy)/d(shift), numerical      -0.8964
corrected bound s levels in the box     12
box radius                              200
largest grid-Whittaker difference       4.1e-06
n, corrected level, quantum defect (no unit)
  2s  -0.158371  0.2232
  3s  -0.064686  0.2198
  4s  -0.034970  0.2187
  5s  -0.021867  0.2183
  6s  -0.014956  0.2180
excitation from 1s: corrected, triplet, singlet, mean
  2s  0.74535  0.72849  0.75775  0.74312
  3s  0.83904  0.83503  0.84245  0.83874
  4s  0.86875  0.86722  0.87014  0.86868
error against mean: hartree, eV; with half the shift, hartree
  2s  +0.00223  +0.061  -0.13521
  3s  +0.00029  +0.008  -0.15803
  4s  +0.00007  +0.002  -0.16238
HOMO energy with half the shift         -0.73864
no test failed
```
